Cohesive-element simulation of oxide-scale delamination: mesh and viscosity errors

Before an interface toughness is read from a simulated delamination test, two numbers have to be chosen: the element size a and the artificial viscosity η that carries the solver through the unstable growth of the crack. Either can fix the load at which the scale comes off. In the example below, an interface given a toughness of 5 J/m² appears to have 21 J/m² on a coarse mesh and more than 11 J/m² with a large viscosity. The error analysis gives the values of a and η for which the answer belongs to the interface.

**1. Model and critical load**

A flat elastic scale of thickness h occupies x ≥ 0 on a stiff substrate, with a free edge at x = 0. Deformation is plane strain, with modulus E' = E/(1−ν²), and C = E'h is the stiffness per unit width. Far from the edge the scale carries a compressive stress σ, and e = σ/E' is its mismatch strain, residual stress included. The crack faces stay in contact, so the scale can only slide. Friction and inertia are left out.

Let δ(x) ≥ 0 be the outward slip, towards negative x. The displacement relative to the substrate is −δ, which adds a tensile strain −δ'. The compressive force per width is therefore

P = C(e + δ').

On a slice dx, P(x) pushes towards +x, P(x+dx) pushes towards −x, and the interface traction τ resists outward slip, so it acts towards +x. Hence P(x) − P(x+dx) + τ dx = 0, or P' = τ:

C δ'' = τ(δ), δ'(0) = −e, δ → 0 far away.

The edge condition is P(0) = 0. The traction law is bilinear: τ rises linearly to τm at slip δ₀, falls linearly to zero at δf, and stays zero. With β = δ₀/δf, the work of separation is the triangle area

Γ = τm δf/2.

Multiply the balance by δ'. The left side becomes (Cδ'²/2)' and the right side is the x-derivative of the integral of τ over slip. Both vanish far away, so

C δ'²/2 = ∫₀^δ τ dδ. (1)

At the edge this reads Ce²/2 = ∫₀^δ(0) τ dδ, which cannot exceed Γ. Equilibrium is lost above the strain e_c given by

C e_c²/2 = Γ. (2)

The left side is the elastic energy per area that the scale releases when it slides free in x. I write G = Ce²/2 for the energy release rate at any load; a test reads toughness as the value of G at delamination. G does not depend on crack length, so under a held strain above e_c nothing stops the crack. This is why a static solver fails there and viscosity is introduced.

**2. The fracture length**

Define

ℓ = C e_c/τm.

Since Ce_c² = 2Γ = τm δf, we also have ℓ = δf/e_c and ℓ² = Cδf/τm.

At the critical load, measure s from the point where δ = δf into the bonded part. In the softening zone put w = δf − δ. Then τ = τm w/(δf−δ₀), and Cδ'' = τ becomes

w'' = −k²w, k² = τm/[C(δf−δ₀)] = 1/[ℓ²(1−β)].

With w(0) = 0 and w'(0) = e_c, the solution is w = (e_c/k) sin ks. The zone ends where δ = δ₀, that is w = δf(1−β), so

sin ks = kδf(1−β)/e_c = kℓ(1−β) = √(1−β).

The softening length is therefore

ℓs = ℓ√(1−β) arcsin √(1−β).

Beyond it, Cδ'' = τm δ/δ₀ gives exponential decay over the length ℓe = √(Cδ₀/τm) = ℓ√β. The slopes match: e_c cos kℓs = e_c√β on one side, and δ₀/ℓe = βδf/(ℓ√β) = e_c√β on the other.

The viscous error will need I = ∫δ'² dx over the unbroken interface. The softening part is

e_c² ∫₀^ℓs cos² ks ds = e_c²[ℓs/2 + sin(2kℓs)/(4k)].

Here sin(2kℓs) = 2√(1−β)√β and 1/k = ℓ√(1−β), so the second term in the bracket is ℓ(1−β)√β/2. The elastic part is (δ₀/ℓe)²ℓe/2 = e_c²βℓ√β/2. The sum is

I = e_c²(ℓs + ℓe)/2. (3)

Integrating the differential equation numerically reproduced e_c, ℓs and I to one part in a million for the example.

**3. The discrete interface and its barrier**

Use linear bar elements of length a, interface elements integrated at the nodes, and nodal slips u_i. The potential energy per width is

Π = Σ (Ca/2)[e + (u_{i+1}−u_i)/a]² + Σ w_i φ(u_i), φ(u) = ∫₀^u τ dδ,

with w_i = a inside and a/2 at the edge node. Setting ∂Π/∂u_i = 0 inside gives

C(u_{i+1} − 2u_i + u_{i−1})/a = a τ(u_i). (4)

At the edge, node 0, it gives Ce = C(u₀−u₁)/a + (a/2)τ(u₀).

All equilibria can be generated from the bonded tail. Now number the nodes by j, increasing towards the crack. Equation (4) becomes

u_{j+1} = 2u_j − u_{j−1} + (a²/C) τ(u_j). (5)

In the elastic tail u_j is proportional to r^j, and since Cδ₀/τm = βℓ²,

r + 1/r − 2 = (a/ℓ)²/β, r > 1. (6)

Let A be the slip of the last elastic node, δ₀/r < A ≤ δ₀. Starting from A/r and A, (5) is run until the nodes are broken. The slope is then constant, and it equals the strain e(A) at which this configuration is in balance. Taking A from δ₀/r to δ₀ moves the crack by one element. In the continuum e(A) would be e_c throughout; on a mesh it oscillates. Call its maximum e_peak, and G_peak = Ce_peak²/2.

The crack stops for e < e_peak and runs for e > e_peak, for the following reasons.

Below the peak, take the equilibrium U belonging to e_peak, with its tip anywhere in the scale. Let overdamped slip start from zero, below U. If some node reached U first, its neighbours would still be at or below U. They pull it forward no harder than in the balanced state, so its net force is zero or negative. At the edge the force is lower still, by C(e_peak−e). Broken nodes, which carry no viscosity, follow the tip statically and keep the same order. The slip therefore stays below U.

Above the peak, no equilibrium with a broken flank exists. The edge offers none either: its equation says that e is the mean of the slopes before and after the edge node in recursion (5). Slopes never decrease towards the crack, so this mean cannot exceed e_peak.

Runs at constant strain, from zero slip and with a = 2ℓ and a = ℓ/2, arrested at 0.99 e_peak and delaminated ten fracture lengths at 1.01 e_peak.

**4. Why the mesh can only raise the peak**

Moving the crack pattern forward by one element at fixed e releases Ga of elastic energy and costs Γa. Suppose e_peak < e_c, and hold e between them. Apart from a bounded end contribution, an advance of n elements changes Π by n(Γ−G)a, which grows without limit. Viscous motion at fixed e can only lower Π, so the crack must stop, and a stopped crack is an equilibrium. None exists above e_peak. The supposition is false, and G_peak ≥ Γ on every uniform mesh of this kind. The bound concerns a crack that keeps running. The edge node, with half weight, can break earlier: for β = 0.10 it does so at 0.84Γ for a = ℓ and at 0.98Γ for a = ℓ/4, so a toughness read at the first element failure can be too low.

A sharper statement follows from the same energy. Choose a fixed broken node with slip u_F, and let X be its distance from a fixed far point in the bonded part. Along the family of equilibria the derivatives with respect to slip vanish, so

dΠ = (∂Π/∂e) de = C(eX − u_F) de.

Write u_F = es, where s is the distance from that node to the point where the straight flank extrapolates to zero slip. Over one lattice period e returns to its starting value, G to G*, and s grows by a. The X term integrates to zero, and Ce de = dG, so

(Γ − G*)a = −∮ s dG = −G*a + ∮ G ds.

Hence

∮ G ds = Γa. (7)

The mesh preserves the mean of G over crack advance. A test under rising load reads the maximum instead, because the crack waits at the highest barrier.

**5. Coarse elements**

Suppose βr ≥ 1, so that the node following one at δ₀ is already broken. The node after A has slip rA. If rA ≥ δf, the flank strain is (r−1)A/a, which rises with A. If rA < δf, that node still carries traction and

e(A) = (r−1)A/a + (a/C) τm(δf−rA)/(δf−δ₀).

The node after that is broken. Its slip is linear in A, and at the ends of this range, A = δ₀/r and A = δf/r, it equals rδ₀ and 2δf − δf/r, neither of which is below δf.

So e(A) consists of two straight pieces, and its extremes lie at their ends. At A = δ₀/r and A = δ₀ the configurations are the same apart from a shift, with e = (r−1)δ₀/a. At the join A = δf/r, e = (r−1)δf/(ra), which is no larger because δf ≤ rδ₀. Therefore

e_peak = (r−1)δ₀/a.

From (6), (r−1)² = r(a/ℓ)²/β. With C/ℓ² = τm/δf,

G_peak = Cδ₀²r/(2βℓ²) = τm δ₀ r/2 = βrΓ. (8)

The lowest value is smaller by the factor (δf/(rδ₀))² = 1/(βr)², so G_min = Γ/(βr).

The condition βr = 1 inserted in (6) gives (a/ℓ)² = (1−β)², so (8) holds for a ≥ (1−β)ℓ. For large elements r ≈ (a/ℓ)²/β + 2, and

G_peak/Γ ≈ (a/ℓ)² + 2β.

The leading term is G_peak ≈ (τm a)²/(2C), which does not contain Γ. The simulation then measures the force τm a that one node can carry. While the elements are this coarse, refining the mesh at fixed τm lowers the apparent toughness roughly as a².

At a = (1−β)ℓ the two extremes coincide and there is no barrier at all. This comes from the straight branches of the traction law and is no sign of resolution: the softening zone then holds only ℓs/a = arcsin √(1−β)/√(1−β) elements, 1.3 for β = 0.10 and never more than π/2. Slightly finer meshes are worse, as the numbers show.

**6. What viscosity adds**

Add a traction ηδ̇ on the unbroken interface. For a crack moving at steady speed V, δ depends on x − Vt, so δ̇ = −Vδ' = Vq with q = −δ' > 0, and

Cδ'' = τ + ηVq.

Multiply by δ' = −q and integrate from the point where δ = δf to the far bonded part. The left side gives −Ce²/2, the traction gives −Γ, and the viscous term gives −ηV∫q² dx. Thus

G = Γ + ηV ∫q² dx. (9)

For a small excess the integral is close to its slow value I, and V ≈ (G−Γ)/(ηI). At finite speed the viscous work makes q larger at every slip. Since ∫q² dx = ∫q dδ, the integral grows and the true speed lies below this estimate.

In a test the strain rises at rate ė. Count time from e = e_c. To first order G − Γ = Ce_c ė t, so

dL/dt = Ce_c ė t/(ηI), L = Ce_c ė t²/(2ηI).

Delamination over the read-out length L occurs at t = √[2ηIL/(Ce_c ė)], and the overshoot is

ΔG = Ce_c ė t = √(2ηIL Ce_c ė). (10)

The square root matters in practice: on a resolved mesh, dividing η by four only halves the error. For a permitted relative error θ in toughness, on a resolved mesh and to leading order in θ,

η ≤ (θΓ)²/(2IL Ce_c ė). (11)

Because η enters with a time derivative, ηė is the relevant product; a slower ramp does the same as a smaller η. If G(η) = G₀ + b√η, then G(η/4) = G₀ + b√η/2, and b is eliminated by

G₀ = 2G(η/4) − G(η). (12)

The √η form needs a mesh barrier that is small against the overshoot. Otherwise the reading tends to G_peak faster than √η, and (12) falls short of that limit. In the example of section 8 with a = ℓ/2, where G_peak = 1.041Γ, successive pairs starting at η = 35.5 MPa s/µm extrapolate to 1.014, 1.026, 1.033 and 1.038 Γ; with a = 2ℓ the excess over G_peak falls by about 3.3 for each factor of four. The extrapolation can thus hide part of the mesh error.

**7. Time stepping and procedure**

A linearised implicit step Δt solves

[K + W(τ' + η/Δt)] Δu = f,

where K is the bar stiffness matrix, W holds the nodal weights, τ' is the slope of the traction law and f is the out-of-balance force at the new strain. On broken nodes τ' and η are zero. In softening τ' = −τm/(δf−δ₀), so every interface term is positive if

Δt < η(δf−δ₀)/τm. (13)

K is positive definite because slip is held at zero at the far end. The whole matrix is then positive definite and each step has one solution. The ramps below use one fifth of this bound. Unloading was not modelled; no unbroken node slipped back by more than 0.001 δf in any step. A test with load reversal would need an unloading branch.

The procedure is:

1. Compute e_c, ℓ and I from C, Γ, τm and β.
2. Choose a well below ℓ, and run (5) over one period to find G_peak/Γ for that mesh.
3. Choose η from (11) and Δt from (13).
4. Raise the strain until the crack reaches L, and record G.
5. Repeat with η/4 and apply (12).
6. Halve a and repeat. Accept the toughness when both changes, and the mesh excess G_peak/Γ − 1 from step 2, are within the error allowed. A small change on halving is not enough alone: for the law of the example, a = 0.868ℓ and its half give G_peak/Γ = 1.053 and 1.055, and a = 0.52ℓ and its half give 1.021 and 1.019.

**8. Example: NiO scale on a nickel-base alloy**

A wide alloy plate with a 10 µm NiO scale is compressed at room temperature, with lateral strain held at zero. Rough inputs are E = 200 GPa, ν = 0.30, Γ = 5 J/m², τm = 50 MPa and β = 0.10. Then E' = 219.8 GPa and C = 2.198×10⁶ N/m. The slips are δf = 2Γ/τm = 200 nm and δ₀ = 20 nm. From (2),

e_c = √(2 × 5/2.198×10⁶) = 0.213 %,

a scale stress of 469 MPa. The fracture length is ℓ = δf/e_c = 93.8 µm, with ℓs = 111 µm and ℓe = 29.6 µm. Equation (3) gives I = 3.20×10⁻⁴ µm.

Recursion (5) gives these extremes over one lattice period:

a/ℓ = 2: G/Γ from 0.24 to 4.20
a/ℓ = 1: 0.84 to 1.19
a/ℓ = 0.5: 0.961 to 1.041
a/ℓ = 0.25: 0.984 to 1.017
a/ℓ = 0.125: 0.996 to 1.004

The mean (7) equals Γ in every row to the printed digits. For a = 2ℓ, r = 41.98 and βr = 4.20, as (8) requires. The barrier vanishes at a = 84.4 µm, yet among 80 sizes between 0.1ℓ and 0.89ℓ the largest excess is 16 %, at a = 0.73ℓ. This size is the first of a family. Whenever a node at δ₀ is followed n nodes later by one exactly at δf, e(A) is a single straight piece with equal ends and the barrier vanishes; this happens again at a = 0.535ℓ, 0.375ℓ, 0.287ℓ and so on, and the excess oscillates in between. A single run at such a size would give Γ by coincidence, and its agreement says nothing about the error at nearby sizes. For this law and nodal integration, a ≤ ℓ/4, about 23 µm, keeps the mesh error near 2 % of Γ or less at the sizes listed. Another β or integration rule needs its own check.

Take ė = 10⁻⁵ s⁻¹ and L = 10ℓ = 938 µm. For θ = 5 %, with Ce_c = 4.69×10³ N/m, (11) gives

η = 0.25²/(2 × 3.20×10⁻⁴ × 938 × 4.69×10³ × 10⁻⁵) = 2.22 MPa s/µm,

and the time-step bound is 8.0 ms. At a constant strain of 1.05 e_c the simulated speed is 694 µm/s, against 721 µm/s from the small-excess law; most of the difference is the finite-speed effect described after (9), and the rest comes from the mesh and the time step.

With a = ℓ/10 held fixed, the toughness read at L is:

η = 2.22 MPa s/µm: 5.26 J/m² (equation (10): 5.25)
η = 8.88: 5.52 (5.50)
η = 35.5: 6.07 (6.00)
η = 888: 11.7 (10.0)

The first three overshoots are 5.1 %, 10.3 % and 21 % of Γ where (11) aims at 5, 10 and 20 %, so (11) is an estimate that errs slightly on the generous side. In the last run the overshoot exceeds Γ itself, and the leading-order law is outside its range. The time step matters there as well: much smaller steps lower the reading to 11.4 J/m², so at large η the step needs its own check. The first two runs extrapolate through (12) to 4.99 J/m². Its distance from the input, 0.1 %, is not an accuracy estimate, since recursion (5) already gives a mesh excess of 0.2 % at a = ℓ/10.

With a = 2ℓ the reading is 21.4 J/m² at η = 35.5 MPa s/µm and 21.0 J/m² at 2.22. Lowering the viscosity leads to the mesh barrier, 4.20 × 5 = 21.0 J/m². Convergence in η alone therefore does not show that the reading is the interface toughness.

**9. The model beside a real scale**

The elastic constants and thickness are ordinary for NiO scales; the pairing with a strong alloy is illustrative, since such alloys usually form chromia or alumina at the interface. Γ and τm are assumed, since interface properties vary widely with alloy and oxidation; the toughness recovered here is the input, not a property of NiO. The low τm keeps the fracture zone long compared with h. At fixed Γ, ℓ falls as 1/τm. The bar model needs the shortest length, ℓe = ℓ√β, here about 3h, to exceed h: for a plane-strain layer held flat on the same interface spring, the decay length is 6 % longer than ℓe in the example, 20 % longer at ℓ = 5h and 50 % longer at ℓ = 3h.

Two effects can outweigh the numerical errors. A rough thermal mismatch of 10⁻⁶ K⁻¹ over 880 K of cooling stores (1+ν) × 8.8×10⁻⁴ = 1.14×10⁻³, or 0.54 e_c; if it is omitted from e, the toughness read is 0.22 Γ. Size and sign of this mismatch are assumed, because NiO and nickel alloys expand by similar amounts; the same mismatch with the scale left in tension would give 2.4 Γ. The flat-layer model puts no normal pressure on the flank, so friction there has to come from roughness or other clamping. An assumed friction of 1 MPa on a flank of length L takes up 938 N/m, a fifth of Ce_c, and raises the reading by a factor 1.2² = 1.44. The friction term grows with L, so a measured toughness that rises with crack length may contain friction. In a simulation the viscous overshoot (10) also grows with L and has to be removed first.

Other corrections act mainly on the fracture zone, and so on ℓe, I and the choice of a and η. Shear of the scale adds a slip τm h/(3μ), with μ its shear modulus, which is 11 % of δ₀. A line force on a half-space of the same modulus gives a substrate strain of 6 % of e_c at the distance ℓs. The distributed traction of section 2 gives up to 13 %, and over the first ℓe of the elastic tail the substrate deforms by about 60 % of the slip lost there, so the rigid-substrate values of ℓe and I are rough. Because the traction acts on the lower face, keeping the scale flat requires a normal traction −(h/2)dτ/dx, positive in tension. It pulls on the elastic tail, up to (h/2)τm/ℓe = 8.4 MPa at slip δ₀, presses on the softening zone with at most 3.0 MPa, and vanishes on the flank; the pure-shear traction law ignores this tension. At e_c the substrate stress, for an alloy modulus equal to that of the scale, is about 469 MPa, below a rough alloy yield stress of 800 MPa; soft nickel would yield. The coarse-mesh reading of 21 J/m² needs about 960 MPa, above that yield stress. An unbonded interior strip wider than 393 µm would buckle at e_c, and the crack would then open, which this model excludes. The released flank can lift off too. Sliding relieves the stress only along x, so the thermal mismatch above leaves a lateral compression of E × 8.8×10⁻⁴ = 176 MPa, enough to buckle a flank longer than roughly 0.4 mm. With that residual stress the model holds only for a read-out length shorter than this, not for the 938 µm of the example.

The simulated crack speed has no physical meaning. It is set by η: the run at 1.05 e_c gave 0.69 mm/s, whereas sound in the scale travels at about 5.7 km/s. What the simulation can supply is the load above which the crack keeps running, once neither a nor η affects it.

Calculated quantities

```
Young modulus 200 GPa, Poisson ratio 0.30
plane-strain modulus 219.8 GPa
scale thickness 10 um, C = 2.198e+06 N/m
input toughness Gamma 5.00 J/m2
peak traction 50 MPa, beta 0.10
slips d0 20 nm, df 200 nm
critical strain e_c 0.2133 %
critical scale stress 469 MPa
fracture length ell 93.8 um
softening length 111.1 um
elastic decay length 29.6 um
integral I 3.202e-04 um
mesh: a/ell, a (um), max G/Gamma, min G/Gamma, loop mean
  2.000  187.5 4.1976 0.2384 1.00000
  1.000   93.8 1.1916 0.8393 1.00000
  0.500   46.9 1.0411 0.9605 1.00000
  0.250   23.4 1.0165 0.9838 1.00000
  0.125   11.7 1.0043 0.9958 1.00000
tail ratio r at a = 2 ell: 41.976
barrier-free mesh a = 84.4 um
worst max G/Gamma for 0.1 <= a/ell <= 0.89: 1.1575
  found at a/ell = 0.73
strain rate 1e-05 1/s, read-out length L 938 um
viscosity for 5 % overshoot 2.220 MPa s/um
time-step bound at that viscosity 7.99 ms
speed at 1.05 e_c: simulated 694.1 um/s
speed at 1.05 e_c: small-excess law 720.9 um/s
viscosity (MPa s/um), simulated G, predicted G (J/m2), a = ell/10
      2.220 5.255 5.250
      8.881 5.516 5.500
     35.523 6.065 6.000
    888.084 11.686 10.000
extrapolated to zero viscosity 4.993 J/m2
coarse mesh a = 2 ell, low viscosity: G 21.03 J/m2
coarse mesh a = 2 ell, 16x viscosity: G 21.44 J/m2
rough expansion mismatch 1e-06 1/K, cooling 880 K
residual strain / e_c 0.536
G/Gamma if residual strain is forgotten 0.215
flank friction 1 MPa multiplies G by 1.440
substrate strain near zone / e_c 0.057
scale shear slip / d0 0.108
normal traction from bending 8.4 MPa
alloy stress at e_c 469 MPa, yield 800 MPa
interior flaw width that buckles at e_c 393 um
rough density 6700 kg/m3, scale sound speed 5727 m/s
```
